# Collinear and non-collinear functionals under rotation of a molecule with spin–orbit coupling

**Q.** I am adding spin–orbit coupling to a Kohn–Sham calculation on an open-shell molecule. My functional depends on the density \(n\) and on \(m_z\). Since \(z\) is just a quantization axis, and free space has no preferred direction, the energy cannot depend on how I place the molecule. It never did without spin–orbit coupling.

**A.** Free space has no preferred direction, but your functional may have one. Let us rotate everything and see what survives. In atomic units, with two-component spinors \(\psi_i\) and density matrix \(D\), the energy is

\[
E[D]=\mathrm{Tr}(hD)+\tfrac12\!\iint\!\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'+E_{xc}+E_{nn},
\]

\[
n=\sum_i\psi_i^\dagger\psi_i,\qquad \mathbf m=\sum_i\psi_i^\dagger\boldsymbol\sigma\psi_i .
\]

For definiteness take local spin-density exchange without correlation:

\[
E_{xc}=-\tfrac32\Big(\tfrac{3}{4\pi}\Big)^{1/3}\!\int\!\big(n_+^{4/3}+n_-^{4/3}\big)d\mathbf r,\qquad n_\pm=\tfrac12(n\pm s).
\]

The collinear form uses \(s=|m_z|\), the non-collinear form \(s=|\mathbf m|\).

**Q.** Where does spin–orbit coupling enter?

**A.** In \(h\), through \((\boldsymbol\sigma\cdot\mathbf p)V(\boldsymbol\sigma\cdot\mathbf p)\), where \(V\) is the nuclear attraction. With \(\sigma_i\sigma_j=\delta_{ij}+i\sum_k\epsilon_{ijk}\sigma_k\), this becomes

\[
\mathbf p\cdot V\mathbf p+i\boldsymbol\sigma\cdot(\mathbf pV\times\mathbf p)
=\mathbf p\cdot V\mathbf p+\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).
\]

The last step uses \(\mathbf pV=V\mathbf p-i\nabla V\) and \(\mathbf p\times\mathbf p=0\). The second term ties spin directions to the nuclear frame.

Now turn the molecule by a rotation \(R\), and turn each spinor in space and spin together:

\[
(U\psi)(\mathbf r)=u\,\psi(R^{-1}\mathbf r),\qquad u^\dagger\sigma_iu=\sum_jR_{ij}\sigma_j .
\]

Momentum obeys the same rule, \(U^\dagger p_iU=\sum_jR_{ij}p_j\). Because \(\sum_iR_{ij}R_{ik}=\delta_{jk}\), the product \(\boldsymbol\sigma\cdot\mathbf p\) commutes with \(U\), while \(V\) becomes the potential of the turned molecule. An \(h\) built from these operators, such as the one-electron X2C Hamiltonian, therefore becomes \(UhU^\dagger\).

**Q.** Then \(\mathrm{Tr}(hD)\) is unchanged if \(D\) becomes \(UDU^\dagger\). What happens to the densities?

**A.** Insert \(U\psi\) into their definitions:

\[
n'(\mathbf r)=n(R^{-1}\mathbf r),\qquad m'_i(\mathbf r)=\sum_jR_{ij}\,m_j(R^{-1}\mathbf r).
\]

The Coulomb energy is unchanged, by a change of integration variable. Rotation preserves length, so \(|\mathbf m'(\mathbf r)|=|\mathbf m(R^{-1}\mathbf r)|\), and the non-collinear \(E_{xc}\) is unchanged too. Since \(D\mapsto UDU^\dagger\) pairs the states of the two orientations one to one, the minimum and every other stationary energy agree.

For the collinear form, however,

\[
m'_z(\mathbf r)=\sum_jR_{zj}m_j(R^{-1}\mathbf r)=\mathbf e\cdot\mathbf m(R^{-1}\mathbf r),\qquad \mathbf e=R^{-1}\hat{\mathbf z}.
\]

Turning the molecule is equivalent to leaving it in place and giving the functional a different axis \(\mathbf e\). Nothing makes the minimum independent of \(\mathbf e\), so in general the energy depends on orientation.

**Q.** That argument seems to condemn the calculation without spin–orbit coupling as well.

**A.** There you have another transformation. A spin-free \(h\) lets you turn the orbitals in space and leave the spins alone. Then \(m'_z(\mathbf r)=m_z(R^{-1}\mathbf r)\), and the collinear energy is invariant. Spin–orbit coupling removes that freedom.

Two other cases escape:

- For a free atom, \(h\) commutes with every \(U\), so the minimum is the same for every \(\mathbf e\).
- In a closed shell of Kramers pairs, \(\psi=(a,b)\) is accompanied by \((-b^*,a^*)\). The pair gives \(m_z=(|a|^2-|b|^2)+(|b|^2-|a|^2)=0\) and \(m_x+im_y=2a^*b-2ba^*=0\). With \(\mathbf m=0\), the two functionals coincide and no axis is left.

**Q.** Is the collinear energy too high or too low?

**A.** With the exchange functional above and the same density matrix, it cannot be lower than the non-collinear energy. At fixed \(n\),

\[
\frac{d}{ds}\big(n_+^{4/3}+n_-^{4/3}\big)=\tfrac23\big(n_+^{1/3}-n_-^{1/3}\big)\ge0 ,
\]

so the exchange energy falls, or stays level, as \(s\) grows. Since \(|m_z|\le|\mathbf m|\), we have \(E_{\rm col}[D]\ge E_{\rm nc}[D]\) for every \(D\), and the minima are ordered in the same way.

**Q.** How large is the orientation dependence? If it is below my convergence threshold, I can forget it.

**A.** Keep the molecule fixed and vary \(\mathbf e\). Time reversal leaves \(h\) unchanged, reverses each \(\sigma_k\), and complex-conjugates spatial matrices in a real basis. The matrices multiplying \(\sigma_k\) must therefore be imaginary. As \(h\) is Hermitian,

\[
h=h_0\otimes1+w,\qquad w=i\sum_k\sigma_k\otimes A_k,
\]

with \(h_0\) real symmetric and \(A_k\) real antisymmetric. "Without spin–orbit coupling" means without \(w\). This \(h_0\) is the scalar part of the full X2C Hamiltonian. It is not the spin-free X2C Hamiltonian, which drops the spin–orbit term before decoupling, and for the molecule below the two give total energies several hundredths of a hartree apart.

Start from a non-degenerate spin-free solution with real orbitals and spins along \(\pm\mathbf e\). Let \(w\) mix empty orbitals \(a\) into occupied ones \(i\) with small coefficients \(c_{ai}\). Through second order,

\[
E=E_0+\sum_{ia}\big[(\varepsilon_a-\varepsilon_i)|c_{ai}|^2+2\,\mathrm{Re}(c_{ai}^*w_{ai})\big]+Q .
\]

There is no term \(\sum_iw_{ii}\), because antisymmetric matrices have zero diagonal elements. \(Q\) is quadratic in the first-order changes of \(n\) and \(\mathbf e\cdot\mathbf m\), the densities this functional sees.

**Q.** Is \(Q\) not the difficult part?

**A.** Here it drops out. Try \(c_{ai}=-w_{ai}/(\varepsilon_a-\varepsilon_i)\), which makes the bracket stationary. For equal spins, \(w_{ai}=\pm i(A_e)_{ai}\) is imaginary, with \(A_e=\sum_ke_kA_k\). The density change \(2\,\mathrm{Re}(c_{ai}\varphi_i\varphi_a)\) is then zero. For opposite spins, neither \(1\) nor \(\mathbf e\cdot\boldsymbol\sigma\) connects the two orbitals. Hence both first-order densities vanish, \(Q\) and its derivative vanish, and the trial coefficients solve the full problem.

Let \(\mathbf u,\mathbf v\) complete an orthonormal frame with \(\mathbf e\). For opposite spins, \(w_{ai}=i(A_u\mp iA_v)_{ai}\), whose squared modulus is \((A_u)_{ai}^2+(A_v)_{ai}^2\). Thus

\[
E_2(\mathbf e)=-\sum_{\text{same spin}}\frac{(A_e)_{ai}^2}{\varepsilon_a-\varepsilon_i}
-\sum_{\text{opposite spin}}\frac{(A_u)_{ai}^2+(A_v)_{ai}^2}{\varepsilon_a-\varepsilon_i}.
\]

Because \(A_u^2+A_v^2=\sum_kA_k^2-A_e^2\) element by element, \(E_2\) is a constant plus a quadratic form in \(\mathbf e\). For a linear molecule with an axially symmetric spin-free state, whose bond makes angle \(\theta\) with \(z\), this gives

\[
E(\theta)\simeq E(0)+[E(90^\circ)-E(0)]\sin^2\theta .
\]

A degenerate spin-free state, such as a \(\Pi\) radical, needs a different treatment.

**Q.** Please give me numbers for a real molecule.

**A.** Take triplet SeH⁺ with a chosen bond length of 2.8 bohr, exchange as above, and one-electron X2C with point nuclei. The uncontracted Gaussians have exponents in ratio 3: on Se, 13 s and 12 p starting at 0.1 and 5 d starting at 0.5 bohr⁻²; on H, 5 s starting at 0.1 bohr⁻². Correlation, two-electron spin–orbit terms and the X2C correction to the density operator are omitted, so these are model energies. As a check on the coupling, the 2p splitting of one-electron Se is 2.3126 Eh, against 2.3130 Eh from the Dirac formula.

The integrals were recomputed for each orientation, and the quadrature grid was turned with the molecule; a grid fixed in space would add an orientation error of its own. The collinear energies are:

- without spin–orbit coupling: −2422.34023 Eh at 0°, 60° and 90°;
- with it: −2422.47731 Eh at 0°, −2422.47778 Eh at 60°, and −2422.47794 Eh at 90°.

The difference \(E(0)-E(90^\circ)\) is 0.629 mEh, or 138 cm⁻¹. The second-order sum gives 0.627 mEh. With \(w\) scaled by 0.2, self-consistency gives 25.09 µEh and the sum 25.08 µEh. At 60°, the sine-squared law predicts a lowering of \(0.6286\times0.75=0.471\) mEh from the 0° value; the calculation gives 0.473 mEh.

Leaving the molecule at 0° and tilting the functional's axis by 60° reproduces the 60° energy to all printed digits. Closed-shell SeH⁻ has the same energy at 0° and 60°.

**Q.** And the non-collinear functional?

**A.** It has at least two stationary solutions here. With the moment across the bond, the energy is −2422.47795 Eh at all three orientations, with a spread of about \(10^{-10}\) Eh. With the moment along the bond, it is −2422.47733 Eh at both orientations computed. The across solution is the lower of the two; I have not proved that it is the global minimum.

**Q.** Those two differ by nearly the same amount as my collinear energies at 0° and 90°.

**A.** Yes, by 0.617 mEh against 0.629 mEh. The collinear functional holds the moment near laboratory \(z\), so turning the molecule changes the moment's direction relative to the bond. Most of the variation is therefore the model's magnetic anisotropy, which the non-collinear functional also has. What breaks the invariance is that the functional chooses the direction of the moment.

The strength of the hold can be measured. Take the spin-free state and turn its spins by 90° with the orbitals fixed. The collinear energy rises by 50 mEh, about eighty times the anisotropy; the non-collinear energy does not change within rounding. Accordingly, in the collinear solution at 60°, the total moment lies only 0.3° from \(z\).

There is also a smaller difference between the functionals. The collinear energy at 90° lies 0.011 mEh above the non-collinear across solution, and at 0° it lies 0.023 mEh above the along solution.

**Q.** So if I switch to the non-collinear functional, any two runs at different orientations must agree?

**A.** They must agree if they reach corresponding solutions. Suppose you always start with the moment along laboratory \(z\). With the bond on \(z\), the start is symmetric about the bond, so no sideways direction is singled out for the moment to turn towards. That run converged to the higher, along-bond solution. A tilted start can end there too, because the accelerated (DIIS) self-consistency iteration looks for a stationary energy, not necessarily the lowest one. The tilt need not be small: here starts 3°, 15° and 40° away from the bond all return to the along-bond solution. With the bond perpendicular to \(z\), the same recipe starts next to the across solution. If it converges there, the two energies differ by 0.617 mEh although the functional is invariant.

To test invariance, turn the converged spinors with the molecule, in space and spin, and converge again. To look for the ground state, try several widely different moment directions relative to the bond, including one across it, and compare the converged energies. If you keep the collinear functional, report the molecule's orientation with the energy, and, when the exchange cost of turning the spin far exceeds the anisotropy, as it does here, read the result as the energy for a moment held near laboratory \(z\). For SeH⁺, the numerical check accompanying this exchange turns converged spinors with the molecule and compares starts with the moment along and across the bond.

## Numbers as computed

```
Bond length: 2.8 bohr; basis functions: 79; grid points: 9808
Se s exponents: 13, from 0.1 to 53144.1 bohr^-2
Se p exponents: 12, from 0.1 to 17714.7 bohr^-2
Se d exponents: 5, from 0.5 to 40.5 bohr^-2
H s exponents: 5, from 0.1 to 8.1 bohr^-2
Ratio of neighbouring exponents: 3.0
Electrons integrated on grid: 34.00000
Derivative integrals, relative deviation from quadrature: 3.3e-12
Hydrogen-like Se 2p splitting, X2C: 2.3126 Eh
Same without the three tightest p functions: 2.2121 Eh
Hydrogen-like Se 2p splitting, Dirac: 2.3130 Eh
Scalar energy, independent UKS: -2422.3402317 Eh
No SOC, collinear, bond at 0 deg to z: -2422.3402317 Eh
No SOC, collinear, bond at 60 deg to z: -2422.3402317 Eh
No SOC, collinear, bond at 90 deg to z: -2422.3402317 Eh
SOC, collinear, bond at 0 deg to z: -2422.4773095 Eh
SOC, collinear, bond at 60 deg to z: -2422.4777824 Eh
SOC, collinear, bond at 90 deg to z: -2422.4779381 Eh
SOC, non-collinear, moment across bond, 0 deg: -2422.4779488 Eh
SOC, non-collinear, moment across bond, 60 deg: -2422.4779488 Eh
SOC, non-collinear, moment across bond, 90 deg: -2422.4779488 Eh
SOC, non-collinear, moment along bond, 0 deg: -2422.4773322 Eh
SOC, non-collinear, moment along bond, 60 deg: -2422.4773322 Eh
Orientation spread, no SOC collinear: 4.5e-12 Eh
Orientation spread, SOC non-collinear across: 1.0e-10 Eh
Orientation spread, SOC non-collinear along: 2.7e-12 Eh
Collinear E(0)-E(90): 0.6286 mEh = 137.96 cm^-1
Non-collinear E(along)-E(across): 0.6166 mEh = 135.33 cm^-1
Collinear(90) minus non-collinear(across): 0.01070 mEh
Collinear(0) minus non-collinear(along): 0.02268 mEh
Fixed molecule, functional axis at 60 deg: -2422.4777824 Eh
Same 60-deg state, collinear minus non-collinear: 0.01299 mEh
Collinear 60-deg moment (x,y,z): -0.01174, -0.00000, 1.98785 Bohr magnetons (g=2)
Its angle to laboratory z: 0.338 deg
Non-collinear across moment, bond on z, length: 1.98490 Bohr magnetons (g=2)
Cost of turning only spin by 90 deg, collinear: 50.091 mEh
Cost of turning only spin by 90 deg, non-collinear: 9.1e-10 mEh
Second-order estimate of E(0)-E(90), full SOC: 0.6270 mEh
SOC scale for weak-coupling check: 0.2
Weak-SOC anisotropy, SCF: 25.087 microEh
Weak-SOC anisotropy, second order: 25.079 microEh
Sine-squared prediction at 60 deg: -2422.4777809 Eh
Closed-shell SeH-, SOC collinear, 0 deg: -2422.8199935 Eh
Closed-shell SeH-, SOC collinear, 60 deg: -2422.8199935 Eh
```
